# Extrapolating Gate-Oxide Lifetime with Three Matched Breakdown Laws

## Problem

A gate oxide is tested at a high voltage, where it breaks down in minutes or hours, and must then be trusted for years at a lower one. Three laws are in use for the dependence of the breakdown time $t$ on the gate voltage $V>0$:

$$
t_E=A\,e^{-gV},\qquad t_P=B\,V^{-n},\qquad t_R=C\,e^{G/V}.
$$

They are called the exponential, power and reciprocal laws. The constants $A,B,C,g,n,G$ are positive and independent of voltage. Temperature, oxide area and the failed fraction that defines $t$ are held fixed. At the stress voltage $V_s$ all three laws are given the same lifetime $t_s$ and the same slope $d\ln t/dV=-g$.

(a) Express $n$ and $G$ through $g$ and $V_s$, and find $\ln(t/t_s)$ for each law as a function of $x=V/V_s$.

(b) Determine the order of the three lifetimes for $V<V_s$ and prove it. What happens for $V>V_s$?

(c) How large are the differences close to the stress voltage?

(d) Find the largest voltage that each law permits for a required lifetime $T>t_s$.

(e) Does the order survive if the slopes are not quite equal, or if the laws are matched in lifetime at two voltages instead?

(f) Take $V_s=3.0$ V, $t_s=1000$ s, $n=44$ and a use voltage of 1.5 V. The test device has area $10^{-6}$ cm², and $t_s$ is the time by which a fraction $1-1/e$ of such devices has failed. Breakdown times follow a Weibull distribution of shape $\beta=1.3$. Can a chip with 0.1 cm² of gate area run for ten years with a failure probability of at most $10^{-4}$? Estimate the main effects left out.

## Solution

### (a) Matching the constants

The logarithmic slopes are

$$
\frac{d\ln t_E}{dV}=-g,\qquad
\frac{d\ln t_P}{dV}=-\frac nV,\qquad
\frac{d\ln t_R}{dV}=-\frac{G}{V^2}.
$$

Setting each equal to $-g$ at $V=V_s$ gives

$$
n=gV_s,\qquad G=gV_s^2=nV_s .
$$

The common lifetime fixes the prefactors. Dividing each law by its own value at $V_s$ removes them:

$$
\ln\frac{t_E}{t_s}=g(V_s-V)=n(1-x),
$$

$$
\ln\frac{t_P}{t_s}=-n\ln\frac{V}{V_s}=-n\ln x,
$$

$$
\ln\frac{t_R}{t_s}=G\left(\frac1V-\frac1{V_s}\right)=n\left(\frac1x-1\right).
$$

One dimensionless number, $n$, therefore sets the scale of all three extrapolations. These relations do not depend on the system of electrical units.

### (b) The order of the lifetimes

Consider $h(y)=y-1-\ln y$ for $y>0$. Its derivative $1-1/y$ is negative for $y<1$ and positive for $y>1$, so $h$ has its single minimum at $y=1$, where $h(1)=0$. Hence

$$
\ln y<y-1\qquad (y>0,\ y\ne1).
$$

Put $y=x$ and change the sign of both sides:

$$
1-x<-\ln x .
$$

Put $y=1/x$ instead:

$$
-\ln x<\frac1x-1 .
$$

Multiplying by $n>0$ and exponentiating, which preserves inequalities, gives

$$
t_E<t_P<t_R .
$$

This is the required order below the stress voltage. The proof used $x\neq1$ but not $x<1$, so the same order holds above it. The curves touch at $V_s$ without crossing.

The reason is visible in the slopes. With $u=V'/V_s$, the three slope magnitudes at voltage $V'$ are $g\,u^{-p}$, where $p=0,1,2$ for the exponential, power and reciprocal laws. Integrating from $V$ to $V_s$, with $dV'=V_s\,du$, gives

$$
\ln\frac{t}{t_s}=\int_V^{V_s}g\,u^{-p}\,dV'=n\int_x^1u^{-p}\,du .
$$

For $u<1$ the integrand grows with $p$: the reciprocal law steepens fastest as the voltage is lowered, and so gains the most lifetime. Above stress, the integral equals $-n\int_1^xu^{-p}du$. There a larger $p$ means a weaker slope and a smaller loss of lifetime, which again places the reciprocal law highest.

Below stress, the gaps between the laws grow without limit as $V\to0$. The exponential law tends to the finite lifetime $t_se^n$. The power law diverges as $x^{-n}$, and the reciprocal law diverges faster, as $e^{n/x}$. The theorem orders these predictions; it does not say which law describes the oxide.

### (c) Close to the stress voltage

Let $d=1-x$, with $|d|\ll1$. The expansions

$$
-\ln(1-d)=d+\frac{d^2}{2}+\frac{d^3}{3}+\cdots,\qquad
\frac1{1-d}-1=d+d^2+d^3+\cdots
$$

give the two neighbouring gaps

$$
\ln\frac{t_P}{t_E}=\frac{nd^2}{2}\left(1+\frac{2d}{3}+\cdots\right),
$$

$$
\ln\frac{t_R}{t_P}=\frac{nd^2}{2}\left(1+\frac{4d}{3}+\cdots\right).
$$

The terms linear in $d$ cancel because the slopes were matched. To leading order the power law lies midway between the others in $\ln t$.

For $n=44$ and $V=2.7$ V we have $d=0.1$ and $nd^2/2=0.22$, so both lifetime ratios should be about $e^{0.22}=1.25$. The full expressions give 1.27 and 1.29. Measurements within a few tenths of a volt of stress must resolve such modest factors to tell the laws apart, and still smaller ones if the slope has to be fitted to the same data. At 1.5 V the same two ratios have grown to $4.9\times10^3$ and $7.3\times10^5$.

### (d) Permitted voltage

Define $L=\ln(T/t_s)/n>0$. Solving $t=T$ for each law gives

$$
1-x=L\ \Rightarrow\ V_E=V_s(1-L),
$$

$$
-\ln x=L\ \Rightarrow\ V_P=V_se^{-L},
$$

$$
\frac1x-1=L\ \Rightarrow\ V_R=\frac{V_s}{1+L}.
$$

Each lifetime falls with voltage, so these are the largest permitted voltages. Their order is $V_E<V_P<V_R$. Indeed, the inequality of part (b) with $y=e^{-L}$ gives $-L<e^{-L}-1$, or $1-L<e^{-L}$. With $y=e^{L}$ it gives $1+L<e^L$, or $e^{-L}<1/(1+L)$.

The exponential law permits a positive voltage only if $L<1$. For $L\ge1$ the requirement is at least its zero-voltage lifetime $t_se^n$. The other two laws then still permit some positive voltage.

### (e) When the matching is imperfect

**Unequal slopes.** Keep the common lifetime $t_s$ but let the fitted slope magnitudes differ. Denote $V_s$ times each magnitude by $n_E,n_P,n_R$. For $x<1$ the exponential prediction exceeds the power prediction when $n_E(1-x)>-n_P\ln x$, that is, when

$$
\frac{n_E}{n_P}>\frac{-\ln x}{1-x}.
$$

Likewise the power prediction exceeds the reciprocal one when

$$
\frac{n_P}{n_R}>\frac{1/x-1}{-\ln x}.
$$

At $x=0.5$ the thresholds are 1.386 and 1.443, so a mismatch of nearly 40 percent is needed to disturb the order. Near stress both thresholds approach $1+d/2$. At 2.7 V a mismatch of about 5 percent suffices.

**Two matching voltages.** Suppose instead that the laws share their lifetimes at $V_1<V_2$, with the lifetime at $V_1$ the longer. As a function of $V$, $\ln t_E$ is a straight line and $\ln t_P=\ln B-n\ln V$ is strictly convex, since its second derivative is $n/V^2>0$. A convex curve lies below its chord between the two common points and above the extended chord outside them. Thus $t_P<t_E$ inside the interval and $t_P>t_E$ outside.

Now use $w=\ln V$ as the variable. The power law becomes a straight line, while $\ln t_R=\ln C+Ge^{-w}$ is strictly convex. The same argument gives $t_R<t_P$ inside and $t_R>t_P$ outside. The order is reversed between the matching voltages and restored beyond them.

As an illustration, take the lifetimes of the power law of part (f) at 2.7 and 3.3 V and pass the other two laws through them. At 3.0 V the values of $\log_{10}(t/1\,\mathrm{s})$ are 3.096, 3.000 and 2.904 for the exponential, power and reciprocal laws. At 1.5 V they are 12.68, 16.25 and 21.89.

### (f) The chip

**From stress to use voltage.** The matched constants are

$$
g=\frac{44}{3.0\ \mathrm V}=14.67\ \mathrm{V^{-1}},\qquad
G=44\times3.0\ \mathrm V=132\ \mathrm V .
$$

The slope corresponds to 6.37 decades of lifetime per volt. At $x=1.5/3.0=0.5$,

$$
\ln\frac{t_E}{t_s}=44(0.5)=22.0,\qquad
\ln\frac{t_P}{t_s}=44\ln2=30.5,\qquad
\ln\frac{t_R}{t_s}=44(2-1)=44.0 .
$$

Division by $\ln10$ turns these into 9.55, 13.25 and 19.11 decades. The test device would last $3.6\times10^{12}$, $1.8\times10^{16}$ or $1.3\times10^{22}$ s.

**From test device to chip.** The probability that one test device survives to time $t$ is $\exp[-(t/t_{63})^\beta]$, where $t_{63}$ is the time by which a fraction $1-1/e$ has failed. Regard the chip as $N=A_{\rm chip}/A_{\rm test}$ independent areas of this kind, and let the first breakdown count as failure. The survival probabilities multiply:

$$
1-F=\exp\left[-N\left(\frac{t_F}{t_{63}}\right)^\beta\right].
$$

Taking the logarithm and solving for $t_F$ gives

$$
t_F=t_{63}\left[\frac{-\ln(1-F)}{N}\right]^{1/\beta}.
$$

Here $N=0.1/10^{-6}=10^5$ and $F=10^{-4}$. The bracket is therefore close to $10^{-9}$, and the scaling factor is $S=(10^{-9})^{1/1.3}=1.19\times10^{-7}$. It multiplies all three lifetimes and cannot change their order. The chip lifetimes are

- exponential law: $4.3\times10^5$ s, or 0.014 years (about five days);
- power law: $2.1\times10^9$ s, or 67 years;
- reciprocal law: $1.5\times10^{15}$ s, or $4.9\times10^7$ years.

The answer to the question thus depends on the law. The exponential law rejects 1.5 V, while the other two accept it, although all three agree at stress in both lifetime and slope.

**Permitted voltage.** For the chip, $t_s$ in part (d) is replaced by $St_s=1.19\times10^{-4}$ s. With $T=10$ years $=3.16\times10^8$ s,

$$
L=\frac1{44}\ln\frac{3.16\times10^8}{1.19\times10^{-4}}=0.650 .
$$

The permitted voltages are

$$
V_E=3.0(1-0.650)=1.05\ \mathrm V,
$$

$$
V_P=3.0\,e^{-0.650}=1.57\ \mathrm V,\qquad
V_R=\frac{3.0}{1.650}=1.82\ \mathrm V .
$$

**Depletion of the gate.** So far $V$ has been the applied gate voltage, but part of it may drop inside a polysilicon gate. Take an n-type gate of donor density $N_d$ at positive bias, depleted to a depth $W$. In SI form, the displacement at the oxide is $D=\epsilon_{\rm ox}V_{\rm ox}/t_{\rm ox}$, and Gauss's law gives $D=qN_dW$. At distance $z$ into the gate the field is $(D-qN_dz)/\epsilon_{\rm Si}$. The voltage drop is

$$
\int_0^W\frac{D-qN_dz}{\epsilon_{\rm Si}}\,dz
=\frac{DW-qN_dW^2/2}{\epsilon_{\rm Si}}
=\frac{D^2}{2qN_d\epsilon_{\rm Si}} .
$$

If the flat-band voltage and the surface potential of the silicon roughly cancel, then

$$
V=V_{\rm ox}+aV_{\rm ox}^2,\qquad
a=\frac{\epsilon_{\rm ox}^2}{2qN_d\epsilon_{\rm Si}t_{\rm ox}^2}.
$$

For $t_{\rm ox}=2.0$ nm, $N_d=10^{20}$ cm$^{-3}$ and relative permittivities 3.9 and 11.7, $a=0.090$ V$^{-1}$. The oxide then receives 2.46 V at stress and 1.34 V in use, with fields of 12.3 and 6.7 MV/cm. The cancellation is only approximate. For a p-type substrate in strong inversion, a classical estimate leaves a remainder of roughly 0.15 V at stress and less in use. Quantum confinement of the inversion electrons can raise the remainder at stress to roughly 0.4 V. Such remainders lower the oxide voltages by up to about 0.3 V and can change the lifetime shifts found below by a few tenths of a decade, or about half a decade for the reciprocal law.

Now let the three laws hold in $V_{\rm ox}$, keeping the measured slope in $V$. The slope in oxide voltage is $g\,dV/dV_{\rm ox}=g(1+2aV_{\rm ox})$, or $21.1$ V$^{-1}$ at stress. It is the same for all three laws, so the theorem applies with $V_{\rm ox}$ in place of $V$. For the exponential law the gain becomes $21.1\times(2.458-1.339)=23.6$ instead of 22.0, an increase of 0.7 decades. The changes for the power and reciprocal laws are $+0.5$ and $-0.3$ decades. These values assume an abrupt depletion edge. In this degenerate gate the drop in use is only about $5k_BT/q$, and the electron tail at the edge, treated with Fermi–Dirac statistics at 398 K, adds a nearly constant drop of about 0.05 V. The oxide voltages then become 2.42 and 1.30 V and the three changes about $+0.7$, $+0.6$ and $+0.05$ decades, so even the sign of the reciprocal change is uncertain.

**Tunnelling current.** Assume, as a rough upper estimate, a stress current density of 100 A/cm², which gives 0.1 mA in the test device. A semiclassical tunnelling estimate for this oxide gives about 8 to 50 A/cm² for oxide effective masses of 0.5 to 0.4 electron masses, and the shifts below fall nearly in proportion to the current. Across a series resistance of 100 Ω this drops 10 mV, so the true stress voltage is 2.99 V. If the current $I$ rises with applied voltage as $d\ln I/dV=3$ V$^{-1}$, the true voltage rises by $1-0.010\times3=0.97$ V per applied volt. The true slope is then $14.67/0.97=15.12$ V$^{-1}$. With the drop in use neglected, the predicted lifetimes rise by 0.2, 0.3 and 0.4 decades in the order exponential, power, reciprocal.

The tunnelling regime also bears on the reciprocal law. Let $\phi$ be the barrier energy, $F_{\rm ox}$ the oxide field and $m$ the electron's effective mass. If the oxide drop exceeds $\phi/q$, an electron at the edge of the injecting conduction band, an energy $\phi$ below the barrier top, leaves the barrier at depth $\phi/(qF_{\rm ox})$. The semiclassical tunnelling exponent is

$$
\frac{2}{\hbar}\int_0^{\phi/(qF_{\rm ox})}\sqrt{2m(\phi-qF_{\rm ox}z)}\,dz
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF_{\rm ox}} .
$$

This Fowler–Nordheim exponent varies as $1/F_{\rm ox}$ and is one motivation for a reciprocal law. Here, however, the oxide drop of 2.46 V is below the rough barrier of 3.1 eV divided by $q$. The integral must stop at $t_{\rm ox}$, which multiplies the result by $1-(1-qV_{\rm ox}/\phi)^{3/2}$ and spoils the reciprocal dependence. For this example the reciprocal law is an empirical extrapolation.

**Temperature, shape and slope.** If stress is at 398 K and use at 378 K, a common activation energy $E_a$ of roughly 0.7 eV multiplies every lifetime by

$$
\exp\left[\frac{E_a}{k_B}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm stress}}\right)\right]=2.9 .
$$

This does not rescue the exponential prediction, which rises only to about 0.04 years. A Weibull shape of 1.2 instead of 1.3 lowers all chip lifetimes by 0.58 decades. The power-law value falls from 67 to about 18 years.

Each gain in $\ln t$ is proportional to $n$. A slope 5 percent smaller therefore costs 0.48, 0.66 and 0.96 decades for the three laws in order. Applied alone, it leaves the power law at about 14 years. Combined with the shape of 1.2, it leaves about 4 years, so the power-law acceptance of 1.5 V has little margin.

**Relation to real oxides.** The parameters are round values in the rough regime of 2 nm silicon-dioxide gate insulators under accelerated stress, for which power-law exponents of about 40 are representative. The matched reciprocal constant is less typical: $G/t_{\rm ox}=132\ \mathrm V/2\ \mathrm{nm}=660$ MV/cm, above the roughly 350 MV/cm familiar from thicker oxides. Its very long lifetime is a consequence of forced matching and should not be read as a forecast. A polysilicon gate breaks the assumption that all the applied voltage reaches the oxide; in the depletion estimate this moves the lifetimes by up to 0.7 decades. The gaps between the laws at 1.5 V are 3.7 and 5.9 decades, larger than the shift from any single omitted effect estimated here. For this example the choice of law is the largest single uncertainty among those estimated, although the other effects are not negligible. Applied all together with the signs used above, they partly cancel and shift the three lifetimes by about $+0.3$, $-0.05$ and $-0.9$ decades. The adverse ones alone lower the reciprocal lifetime by about 1.8 decades, and the favourable ones alone raise the exponential lifetime by about 1.4. All chip lifetimes here count the first breakdown as failure; in oxides this thin the first breakdown is often soft or progressive and need not stop the circuit, a margin not estimated here. Stress data over a wider voltage range would help to distinguish the laws. The main values behind these estimates are collected in the numerical output.

## Calculated quantities

```
Stress voltage: 3.00 V; use voltage: 1.50 V
Voltage ratio x: 0.500 (dimensionless)
Stress lifetime: 1000 s
Power exponent n: 44.0 (dimensionless)
Exponential slope g: 14.667 1/V = 6.370 decades/V
Reciprocal constant G: 132.0 V
ln(t/ts) at use exp/pow/rec: 22.000, 30.498, 44.000 (dimensionless)
log10(t/ts) at use exp/pow/rec: 9.554, 13.245, 19.109 decades
Test-device lifetime exp/pow/rec: 3.585e+12, 1.759e+16, 1.285e+22 s
Test-device lifetime exp/pow/rec: 1.136e+05, 5.575e+08, 4.072e+14 years
Lifetime ratio power/exponential: 4.907e+03
Lifetime ratio reciprocal/power: 7.305e+05
At 2.7 V ratios pow/exp, rec/pow: 1.266, 1.288
Leading-order estimate of both ratios there: 1.246
log10(t/ts) at 3.3 V exp/pow/rec: -1.9109, -1.8213, -1.7372 decades
Test area: 1.0e-06 cm2; chip gate area: 0.10 cm2
Failure fraction: 1.0e-04; Weibull shape: 1.30
Common chip scaling factor: 1.194e-07
Chip lifetime exp/pow/rec: 4.280e+05, 2.100e+09, 1.534e+15 s
Chip lifetime exp/pow/rec: 1.356e-02, 6.655e+01, 4.862e+07 years
Required lifetime: 10 years = 3.1558e+08 s
Scaled lifetime requirement L: 0.6501 (dimensionless)
Largest voltage for requirement exp/pow/rec: 1.050, 1.566, 1.818 V
Flip threshold n_exp/n_pow: 1.386
Flip threshold n_pow/n_rec: 1.443
Two-point matching voltages: 2.70, 3.30 V
Two-point log10(t/s) at 3.0 V exp/pow/rec: 3.0960, 3.0000, 2.9043 
Two-point log10(t/s) at 1.5 V exp/pow/rec: 12.6825, 16.2453, 21.8856 
Oxide thickness: 2.0 nm; poly doping: 1.0e+20 cm^-3
Relative permittivity oxide, Si: 3.9, 11.7
Poly-depletion coefficient a: 0.0898 1/V
Oxide voltage at stress: 2.458 V; poly drop: 0.542 V; field: 12.29 MV/cm
Oxide voltage at use: 1.339 V; poly drop: 0.161 V; field: 6.69 MV/cm
Rough tunnelling barrier: 3.1 eV
Poly-depletion lifetime shift exp/pow/rec: 0.716, 0.457, -0.259 decades
Rough stress current density: 100 A/cm2
Series resistance: 100 ohm; drop: 10.0 mV
Rough d ln J/dV: 3.0 1/V
Slope g corrected for series drop: 15.120 1/V
Series-resistance lifetime shift exp/pow/rec: 0.230, 0.299, 0.394 decades
Stress and cooler use temperature: 398.15, 378.15 K
Rough activation energy: 0.70 eV
Common temperature factor: 2.942
Shift for Weibull shape 1.2 instead of 1.3: -0.577 decades
Shift for 5 percent larger slope exp/pow/rec: 0.478, 0.662, 0.955 decades
```
